# The polarization quantum of a spin-paired orthorhombic hafnia cell

## Problem

An insulating hafnia crystal has a primitive orthorhombic cell. Its edges across the $z$ axis are $a=5.24$ and $b=5.06$ angstrom; the edge along $z$ is $c$. There is no macroscopic electric field, and every occupied spatial orbital holds one spin-up and one spin-down electron. The polarization along $z$, calculated from Berry phases, is defined only up to whole multiples of a fixed amount $Q$, the polarization quantum. Find $Q$, given that this spin pairing is kept in every description and along every path considered. Does the missing value of $c$ matter?

Hartree atomic units are used: $e=\hbar=m_e=1$, and the electron charge is $-1$.

## A tempting solution

Moving an electron by one lattice vector leads to an equivalent position in the crystal. Along $z$ this changes the dipole moment of the cell by $c$ in magnitude. Division by the cell volume $V=abc$ gives

$$
Q_{\rm tempting}=\frac{c}{abc}=\frac{1}{ab}.
$$

The edges are $a=9.90216$ and $b=9.56201$ bohr, so $ab=94.6846$ bohr$^2$. One $e/\mathrm{bohr}^2$ is 5721.477 microcoulombs per square centimetre, and the result is $5721.477/94.6846=60.4$ microcoulombs per square centimetre.

## Where it fails

The cancellation of $c$ is right. The fault is the word "an" in "an electron". The Berry phase belongs to a spatial orbital, and here each spatial orbital carries two electrons. If the orbital is assigned to the next cell, both electrons go with it. Moving one and leaving its partner behind would give the two spins different spatial orbitals, which the problem excludes.

This suggests a factor of two, but two questions remain. Can a permitted change of phase move an orbital by a fraction of a cell? And can the nuclei bring back the smaller spacing?

## Correct solution

### Polarization and orbital centres

Let nucleus $s$ have charge $Z_s$ and position $z_s$, and let $\bar z_n$ be the centre of the localized (Wannier) orbital of occupied band $n$. In a one-electron description,

$$
P=\frac1V\left[\sum_s Z_s z_s-2\sum_n\bar z_n\right]. \tag{1}
$$

Moving the origin so that every coordinate grows by $d$ changes $P$ by $(d/V)(\sum_sZ_s-2N)$, where $N$ is the number of occupied spatial bands. This vanishes because the cell is neutral.

Write the Bloch states as $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, with $u$ normalized in one cell. Choose them smooth in $\mathbf k$ and periodic, $\psi_{\mathbf k+\mathbf G}=\psi_{\mathbf k}$, for every reciprocal lattice vector $\mathbf G$. This is possible when the occupied bands are separated from the empty ones by a gap and have zero Chern numbers, which is assumed. For one band, the localized orbital is

$$
W(\mathbf r)=\frac{V}{(2\pi)^3}\int d^3k\,e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r).
$$

Let $k$ denote $k_z$. Since $z\,e^{i\mathbf k\cdot\mathbf r}=-i\,\partial_k e^{i\mathbf k\cdot\mathbf r}$, integration by parts gives

$$
zW=\frac{V}{(2\pi)^3}\int d^3k\,e^{i\mathbf k\cdot\mathbf r}\,i\partial_k u_{\mathbf k}.
$$

The boundary term is the difference of $\psi$ on opposite faces of the Brillouin zone, which is zero. Now multiply by $W^*$ and integrate over space. Both $u$ and $\partial_k u$ repeat from cell to cell, so the sum over cells acts only on the exponentials:

$$
\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=\frac{(2\pi)^3}{V}\,\delta(\mathbf k-\mathbf k')
$$

within one zone. One integral and one prefactor disappear, leaving

$$
\bar z=\frac{V}{(2\pi)^3}\int d^3k\;i\langle u|\partial_k u\rangle
=\left\langle\frac{c}{2\pi}\int_0^{2\pi/c}dk\;i\langle u|\partial_k u\rangle\right\rangle_\perp . \tag{2}
$$

The outer bracket is the average over transverse momenta. The inner integral over $k$ is the Berry phase.

### What a change of phase can do

The states $u'=e^{-i\beta}u$ describe the same band. The product rule gives

$$
i\langle u'|\partial_k u'\rangle=i\langle u|\partial_k u\rangle+\partial_k\beta .
$$

The new states must also be periodic, so $e^{-i\beta}$ returns to itself across the zone and $\beta(k+2\pi/c)-\beta(k)=2\pi m$ with integer $m$. Therefore

$$
\Delta\bar z=\frac{c}{2\pi}\,2\pi m=mc. \tag{3}
$$

The integer could at first seem to depend on the transverse momentum, which would make the averaged shift fractional. But $\beta$ varies smoothly with that momentum, and an integer that varies continuously is constant. The average therefore also moves by $mc$. The choice $\beta=kc$ has $m=1$, so a shift by one cell is allowed.

For several bands, the occupied states may be mixed by a unitary matrix, $u'_n=\sum_l u_lU_{ln}$. Then

$$
\sum_n i\langle u'_n|\partial_ku'_n\rangle
=\sum_{nlj}i\,U^*_{ln}U_{jn}\langle u_l|\partial_ku_j\rangle
+i\sum_{nl}U^*_{ln}\partial_kU_{ln}.
$$

In the first term $\sum_nU_{jn}U^*_{ln}=\delta_{jl}$, which restores the original sum. The second term is $i\,\mathrm{tr}(U^\dagger\partial_kU)$. To evaluate it, write $U(k+dk)=U(1+U^\dagger\partial_kU\,dk)$ and use $\det(1+M\,dk)=1+\mathrm{tr}M\,dk$ to first order. Hence $\mathrm{tr}(U^\dagger\partial_kU)=\partial_k\ln\det U$. With $\det U=e^{-i\gamma}$, the second term is $\partial_k\gamma$. Periodicity makes $\gamma$ grow by $2\pi m$ across the zone, so the sum of all centres again moves by $mc$. Individual centres may move by fractions of a cell, but their sum cannot.

From equation (1), with two electrons per orbital,

$$
\Delta P_{\rm el}=-\frac{2mc}{abc}=-\frac{2m}{ab}. \tag{4}
$$

### The nuclei

A nucleus may be represented by its copy in the next cell along $z$. This changes $P$ by $Z_sc/V=Z_s/(ab)$. For hafnium $Z=72$ and for oxygen $Z=8$, so the changes are $36$ and $4$ times $2/(ab)$. They introduce no finer spacing, and equation (4) with $m=1$ reaches the smallest step. Thus

$$
Q=\frac{2}{ab}. \tag{5}
$$

Even nuclear charges are essential here. Suppose a spin-paired cell contained two aluminium nuclei, with $Z=13$. Relabelling one of them changes $P$ by $13/(ab)$, and relabelling six electron pairs in the same direction changes it by $-12/(ab)$. The remainder is $1/(ab)$, so the formal spacing is halved although all electrons are paired.

### The number

$$
Q=\frac{2}{94.6846}=0.0211227\ e/\mathrm{bohr}^2,
$$

$$
0.0211227\times5721.477=120.85\ \text{microcoulombs per square centimetre}.
$$

The polarization quantum is about 121 microcoulombs per square centimetre. If each length is uncertain by half its last digit, 0.005 angstrom, $Q$ lies between 120.62 and 121.09 in the same unit. The value of $c$ is not needed: a longer cell gives a larger dipole step and a proportionally larger volume.

## What the quantum means physically

### Polarization change as transported charge

So far $Q$ came from relabelling. It also governs real charge transport. Let the one-electron Hamiltonian depend on a slowly changing parameter $\lambda(t)$, with the gap open, and let $H$ be its Bloch form $e^{-i\mathbf k\cdot\mathbf r}H_{\rm crystal}e^{i\mathbf k\cdot\mathbf r}$. Differentiation with respect to $k$ gives $i[H_{\rm crystal},z]$ between the same exponentials, so $\partial_kH$ is the velocity operator.

Let $|0\rangle$ be an occupied state and $|j\rangle$ the other states at the same $\mathbf k$. Apart from a common phase, the moving state is $|0\rangle+\sum_ja_j|j\rangle$. To first order in $\dot\lambda$, the Schrödinger equation gives

$$
i\dot\lambda\langle j|\partial_\lambda0\rangle+E_0a_j=E_ja_j .
$$

The term $\dot a_j$ is of higher order in slowness. Differentiating $H|0\rangle=E_0|0\rangle$ and projecting on $|j\rangle$ gives $\langle j|\partial_\lambda0\rangle=\langle j|\partial_\lambda H|0\rangle/(E_0-E_j)$. Therefore

$$
a_j=-i\dot\lambda\,\frac{\langle j|\partial_\lambda H|0\rangle}{(E_j-E_0)^2}.
$$

The mean velocity is $\partial_kE_0+2\,\mathrm{Re}\sum_j\langle0|\partial_kH|j\rangle a_j$. The first part averages to zero over the zone because $E_0$ is periodic. Since $2\,\mathrm{Re}(-ix)=2\,\mathrm{Im}\,x$, the rest contributes a displacement per unit $\lambda$ of

$$
F=2\,\mathrm{Im}\sum_j\frac{\langle0|\partial_kH|j\rangle\langle j|\partial_\lambda H|0\rangle}{(E_j-E_0)^2}. \tag{6}
$$

If $|j\rangle$ is also occupied, its term cancels against the one with the two states exchanged, because the products are complex conjugates.

The centre in equation (2) moves at this same rate. Differentiate its integrand with respect to $\lambda$ and integrate the mixed derivative by parts in $k$:

$$
\partial_\lambda\!\int i\langle u|\partial_ku\rangle
=\int i\big(\langle\partial_\lambda u|\partial_ku\rangle-\langle\partial_ku|\partial_\lambda u\rangle\big)
=\int2\,\mathrm{Im}\langle\partial_ku|\partial_\lambda u\rangle .
$$

Insert a complete set of states. The term with $|u\rangle$ itself is a product of two imaginary numbers, hence real, and drops out. For the others, the projection formula above and its counterpart for $k$ give equation (6). The changes in $P$ are therefore transported charge per area, to leading order in slowness.

### A model with the same transverse lengths

A two-orbital crystal makes this concrete. It shares $a$ and $b$ with the problem but does not represent hafnia's bands. The orbitals lie at $z=0$ and $z=c/2$. Their Bloch matrix has diagonal elements $\pm D$ and upper off-diagonal element $h$, where

$$
D=\Delta\sin\lambda+s(\cos k_xa+\cos k_yb),
$$

$$
h=(t+\delta\cos\lambda)e^{ikc/2}+(t-\delta\cos\lambda)e^{-ikc/2}.
$$

The chosen values are $t=0.10$, $\delta=0.06$, $\Delta=0.12$ and $s=0.02$ hartree. The lower band is filled with electron pairs.

Between $\lambda=0.3$ and $1.0$, numerical integration of equation (6) gives $\Delta P=-0.0024537\ e/\mathrm{bohr}^2$ for $c=5.00$ angstrom. The Berry phases at the two ends, obtained from products of overlaps between neighbouring $k$ points, give the same value when the shift of each centre is taken between $-c/2$ and $c/2$. This is about 12 per cent of $Q$, and the current leaves no doubt about the branch.

Now let $\lambda$ run through $2\pi$. The Hamiltonian returns to its start, but at every sampled transverse momentum the orbital centre has advanced by one cell. The integrated current gives $\Delta P=-0.0211227\ e/\mathrm{bohr}^2$, one whole quantum, with a minus sign because electrons moved towards positive $z$. For $c=7.00$ angstrom the result is the same, as equation (5) requires. The smallest gap on the momentum and parameter grid is 0.16 hartree, so the transport does not come from a closing gap.

### Choosing the branch in a switching calculation

Suppose the true polarization change along a switching path is 100 microcoulombs per square centimetre, a value chosen for illustration. The endpoint phases permit equally

$$
100-120.85=-20.85
$$

in the same unit. Choosing the change of smallest magnitude would give the wrong size and the wrong sign.

The cure is to calculate intermediate structures. If the true change in one step is smaller in magnitude than $Q/2$, it is the unique candidate in that range, and the steps can be added. Here two steps would suffice if the intermediate structure split the change into 50 and 50, since $Q/2=60.4$; in an actual calculation the split is not known beforehand, and the steps are refined until the phases visibly follow a continuous curve. The rule applies to the average over transverse momenta, taken on a branch that is continuous across them. Folding the shift at each transverse momentum into the range from $-c/2$ to $c/2$, as was done for the model, needs more: the shift must stay below $c/2$ at every transverse momentum, and this can fail while the average change is still below $Q/2$. With 36 equally weighted momenta, one misplaced phase of $2\pi$ would create a false change of $Q/36$.

The value of $Q$ therefore says nothing about how large hafnia's spontaneous polarization is. It gives the spacing between candidate answers.

## Other cells and occupations

If the two spins may have different orbitals, their phases can wind separately. One electron can then be reassigned alone, and the spacing is $1/(ab)$. The tempting answer belongs to that case.

Doubling the cell along $a$ also halves the formal spacing, because one of two equivalent orbitals can now be relabelled without the other. If the path keeps the smaller periodicity, both move together and the original $Q$ applies.

Finally, if the orthorhombic cell were centred by the translation $(a/2,b/2,0)$, the primitive volume would be $abc/2$ while the shortest step along $z$ remained $c$. The quantum would then be $2c/(abc/2)=4/(ab)$. This is why the type of cell had to be stated. Other centrings act differently: with $(0,b/2,c/2)$ or $(a/2,b/2,c/2)$ a lattice vector has $z$ component $c/2$, so the $z$ component of $P$ still steps by $2(c/2)/(abc/2)=2/(ab)$, together with a transverse change. If the gap closes on the path, the separation into filled and empty bands is lost, and the argument does not apply.
